\section*{Neon 1s excitations and the equivalent-core approximation}

\section{Problem}

A neon atom absorbs an X-ray photon and one 1s electron moves to an empty $np$ orbital, $n\ge 3$. The equivalent-core approximation replaces the core-ionised neon atom, with nuclear charge 10 and one 1s electron, by the sodium ion, with nuclear charge 11 and two. It therefore estimates the neon term value by the binding energy of an $np$ electron in sodium. The two quantities are
\begin{align}
T_n&=E(\mathrm{Ne}^+\,1s^{-1})-E(\mathrm{Ne}\,1s^{-1}np),\\
B_n&=E(\mathrm{Na}^+)-E(\mathrm{Na}\,np).
\end{align}
Both are positive for a bound electron. Hartree atomic units are used.

The model is non-relativistic and assigns one configuration to each state. The core orbitals come from restricted Hartree--Fock calculations on the ions. They are then held fixed while the $np$ electron is added in an orbital orthogonal to 2p.

For sodium 3p this model gives $B_3=0.109438$ Ha. With the sodium orbitals, the direct integral $J$ and exchange integral $K$ between 1s and 3p satisfy
\begin{equation}
\left\langle \frac1r\right\rangle-J=0.000225\ \mathrm{Ha},\qquad
2K=0.001171\ \mathrm{Ha}.
\end{equation}
(a) Use these data to estimate $T_3$ for the state reached by light, and identify any exchange term that the sodium comparison misses. (b) Test the answer against a calculation for neon itself.

\section{A tempting solution}

Give the $np$ electron spin up. In sodium it is repelled by both 1s electrons but exchanges with one, the electron of equal spin. The 1s shell contributes $2J-K$.

In excited neon one 1s electron remains. Take its spin to be up as well, so that it contributes $J-K$. The exchange terms are then equal in the two atoms, and the energy difference is
\begin{equation}
\left(-10\left\langle\frac1r\right\rangle+J-K\right)
-\left(-11\left\langle\frac1r\right\rangle+2J-K\right)
=\left\langle\frac1r\right\rangle-J .
\end{equation}
This would give
\begin{equation}
T_3\approx0.109438-0.000225=0.109213\ \mathrm{Ha},
\end{equation}
with no missing exchange term.

\section{The fault}

The algebra is correct, but it describes the wrong state. Two electrons with parallel spins in 1s and $np$ form a triplet. The neon ground state is a singlet, and the electric dipole operator does not act on spin. Without spin--orbit coupling, light therefore reaches the singlet.

To find its energy, write $a$ for the 1s orbital and $b$ for the $np$ orbital, both real. The closed shells $2s^22p^6$ act equally on both spins and enter through a common one-electron operator. With antiparallel spins there are two determinants,
\begin{equation}
D_1=|a\!\uparrow b\!\downarrow|,\qquad
D_2=|a\!\downarrow b\!\uparrow| .
\end{equation}
Each has repulsion energy $J$, because electrons of opposite spin have no exchange term within a single determinant. The two determinants are coupled, however:
\begin{align}
\langle D_1|r_{12}^{-1}|D_2\rangle
&=\langle a\!\uparrow b\!\downarrow|r_{12}^{-1}|a\!\downarrow b\!\uparrow\rangle
-\langle a\!\uparrow b\!\downarrow|r_{12}^{-1}|b\!\uparrow a\!\downarrow\rangle\\
&=0-K .
\end{align}
The first term vanishes because the spins do not match. In the second they do match, leaving
\begin{equation}
K=\iint \frac{a(\mathbf r_1)b(\mathbf r_1)\,a(\mathbf r_2)b(\mathbf r_2)}{r_{12}}
\,d^3r_1\,d^3r_2 .
\end{equation}
The repulsion matrix and its eigenvalues are
\begin{equation}
\begin{pmatrix}J&-K\\-K&J\end{pmatrix},\qquad
J-K\ \text{for}\ \frac{D_1+D_2}{\sqrt2},\qquad
J+K\ \text{for}\ \frac{D_1-D_2}{\sqrt2}.
\end{equation}

The dipole operator selects the second combination. Acting on $|a\!\uparrow a\!\downarrow|$, it can replace either $a$ by $b$ with the same amplitude. The result is proportional to
\begin{equation}
|b\!\uparrow a\!\downarrow|+|a\!\uparrow b\!\downarrow|
=-D_2+D_1,
\end{equation}
where exchanging two columns of a determinant gives the minus sign. This is the singlet, with repulsion $J+K$.

Using $D_1$ alone would also be wrong. Its energy contains $J$, halfway between singlet and triplet, and would yield only half of the missing term.

\section{The corrected comparison}

Let $h_o$ contain the kinetic energy and the field of $2s^22p^6$. At common orbitals, the energies of adding $np$ to the two ions are
\begin{align}
-B_n&=\langle h_o\rangle-11\left\langle\frac1r\right\rangle+2J-K,\\
-T_n^{\mathrm{singlet}}&=\langle h_o\rangle-10\left\langle\frac1r\right\rangle+J+K .
\end{align}
Subtracting the first line from the second gives
\begin{equation}
B_n-T_n^{\mathrm{singlet}}
=\left(\left\langle\frac1r\right\rangle-J\right)+2K .
\label{eq:difference}
\end{equation}
The missing exchange term is $2K$. One $K$ removes the attractive exchange contribution present in sodium; the other supplies the repulsive contribution of the neon singlet. For the triplet, $+K$ becomes $-K$ and the exchange difference vanishes, as in the tempting solution.

The fixed-orbital estimate for the optical state is now
\begin{equation}
T_3^{\mathrm{singlet}}\approx
0.109438-0.000225-0.001171=0.108042\ \mathrm{Ha}.
\end{equation}

\subsection{The penetration term}

Let $P(r)$ be $r$ times the radial wave function, normalised by $\int_0^\infty P^2dr=1$. The spherical 1s charge inside radius $r$ acts as if it were at the nucleus, while a shell at $s>r$ gives the potential $1/s$. Hence
\begin{equation}
J=\int_0^\infty P_{np}^2(r)\left[
\frac1r\int_0^rP_{1s}^2(s)\,ds+
\int_r^\infty\frac{P_{1s}^2(s)}s\,ds\right]dr .
\end{equation}
Write $1/r$ as $(1/r)\int_0^\infty P_{1s}^2(s)\,ds$ and subtract. The parts with $s<r$ cancel:
\begin{equation}
\left\langle\frac1r\right\rangle-J
=\int_0^\infty P_{np}^2(r)\int_r^\infty P_{1s}^2(s)
\left(\frac1r-\frac1s\right)ds\,dr>0 .
\end{equation}
Sodium has an additional proton and an additional 1s electron. Their fields cancel outside the 1s charge, but inside it the proton is incompletely screened. Sodium therefore attracts a penetrating electron more strongly.

\subsection{The exchange term}

The product $ab$ has the angular factor $Y_{00}Y_{1m}=Y_{1m}/\sqrt{4\pi}$. In the multipole expansion
\begin{equation}
\frac1{r_{12}}=\sum_{k,q}\frac{4\pi}{2k+1}
\frac{r_<^k}{r_>^{k+1}}Y_{kq}(\hat r_1)Y_{kq}^*(\hat r_2),
\end{equation}
orthogonality leaves $k=1$. The angular factor is $(4\pi/3)(1/4\pi)=1/3$, so
\begin{align}
K&=\frac13G^1,\qquad 2K=\frac23G^1,\\
G^1&=\iint P_{1s}(r)P_{np}(r)\frac{r_<}{r_>^2}
P_{1s}(s)P_{np}(s)\,dr\,ds .
\end{align}
Here $r_<$ and $r_>$ are the smaller and larger of $r$ and $s$. $K$ is twice the electrostatic self-energy of the overlap charge $ab$, and is therefore positive.

If $np$ lay outside the whole core, both $K$ and the penetration term would vanish. The electron would see charge $10-1-8=1$ in neon and $11-2-8=1$ in sodium, and the approximation would become exact within this model.

\section{Letting the orbitals adjust}

The neon $np$ orbital differs between singlet and triplet. Let $\hat K$ be the exchange operator whose expectation value is $K$. With the neon core fixed, the singlet operator equals the triplet operator $h_t$ plus $2\hat K$. For 3p, the lowest allowed $p$ level, the variational principle gives two inequalities. Using the triplet orbital as a trial function for the singlet, and then the reverse, gives
\begin{align}
E_s&\le\langle h_t+2\hat K\rangle_t=E_t+2K_t,\\
E_t&\le\langle h_t\rangle_s=E_s-2K_s .
\end{align}
Since $E_s-E_t=T^{\mathrm{triplet}}-T^{\mathrm{singlet}}$,
\begin{equation}
2K_s\le T_3^{\mathrm{triplet}}-T_3^{\mathrm{singlet}}\le2K_t .
\end{equation}

The cores also differ. The $1s$, $2s$ and $2p$ orbitals of core-ionised neon are not those of Na$^+$, which adds a core-shape shift absent from Eq.~\eqref{eq:difference}. To separate the effects, start from sodium, change the nucleus and 1s occupation, then install the neon core orbitals, and finally change triplet to singlet. The $np$ orbital is recalculated at each stage. The individual shares depend on this order; their sum does not. The dependence is not small: for 3p, changing to the singlet before installing the neon core orbitals gives an exchange share of $0.98\times10^{-3}$ Ha and a core-shape share of $-0.35\times10^{-3}$ Ha, in place of the $1.22\times10^{-3}$ and $-0.59\times10^{-3}$ Ha found below.

\section{Test on neon}

The neon calculation gives
\begin{equation}
T_3^{\mathrm{triplet}}=0.109816\ \mathrm{Ha},\qquad
T_3^{\mathrm{singlet}}=0.108597\ \mathrm{Ha}.
\end{equation}
The splitting is $0.109816-0.108597=0.001219$ Ha. It lies between the bounds $2K_s=0.001062$ Ha and $2K_t=0.001398$ Ha. The value $2K=0.001171$ Ha, obtained from sodium orbitals alone, is 4\% below the splitting. The splitting isolates the missing term, because the nucleus and the core orbitals are the same in both neon states. The closeness of the sodium value is partly fortuitous: the first-order values with neon orbitals, $2K_t$ and $2K_s$, lie 15\% above and 13\% below the splitting.

The singlet term value alone is a poorer diagnostic. The corrected fixed-orbital estimate, 0.108042 Ha, is 0.000555 Ha too low relative to the neon calculation; the tempting estimate, 0.109213 Ha, is 0.000616 Ha too high. Both estimates omit the core-shape shift, and the tempting one also omits the exchange term, which has the opposite sign. The two errors are similar in size because the combined effect of changing the core orbitals and readjusting the $np$ orbital, 0.000555 Ha, happens to be about half of $2K=0.001171$ Ha. The contributions to $B_n-T_n^{\mathrm{singlet}}$, in $10^{-3}$ Ha, are:
\begin{center}
\begin{tabular}{lrrrr}
 & penetration & core shape & exchange & total\\
3p & 0.216 & $-0.594$ & 1.219 & 0.841\\
4p & 0.073 & $-0.199$ & 0.409 & 0.283\\
5p & 0.033 & $-0.089$ & 0.183 & 0.127
\end{tabular}
\end{center}

The core-shape shift has the opposite sign to the other two and cancels part of the exchange error. For the triplet it outweighs penetration, so that state is bound more strongly than sodium 3p: $0.109438-0.109816=-0.000378$ Ha. A possible reason is that the outer neon core is less compact and screens the nucleus less effectively where $np$ penetrates. This is not the whole cause. Replacing only the 2s and 2p orbitals of Na$^+$ by those of core-ionised neon shifts the 3p level by about $-0.45\times10^{-3}$ Ha, with weaker screening partly offset by weaker exchange. Replacing only the 1s orbital, which is also less compact in neon, gives about $-0.14\times10^{-3}$ Ha.

For 3p the main results are $B_3=2.978$ eV and $T_3^{\mathrm{singlet}}=2.955$ eV. The equivalent-core value is too large by 0.023 eV, or 0.8\% of $B_3$. The exchange contribution alone is 0.033 eV. The good overall agreement thus includes a partial cancellation and does not show that exchange is negligible.

\subsection{Higher members of the series}

Define an effective quantum number by $T_n^{\mathrm{triplet}}=1/(2\nu^2)$. A classical Coulomb orbit of this energy has period $2\pi\nu^3$, while the time spent crossing the core changes little for weakly bound orbits. This suggests an inner density, and hence $K$, proportional to $\nu^{-3}$. The argument is approximate: from 3p to 5p the computed $K_t\nu^3$, with the neon 1s and triplet $np$ orbitals, rises from 0.0068 to 0.0075 Ha, about 10\%.

Over the same range $G^1=3K_t$, from the same orbitals, falls by a factor $0.002097/0.000313=6.7$, while the triplet term value falls by a factor $0.1098/0.0290=3.8$. The total error of the equivalent-core estimate decreases from 0.8\% of $B_3$ to 0.4\% of $B_5$. The approximation therefore improves in both absolute and relative terms for these three levels.

\subsection{Range of validity}

The comparison isolates exchange within a frozen-core model. It leaves out the response of the core to $np$, electron correlation, relativity, spin--orbit coupling and the decay width of the core hole. These effects have not been estimated, so the difference of 0.023 eV is not a prediction of the measured difference. Their scale shows in sodium itself: the model value $B_3=2.978$ eV lies about 0.06 eV below the measured value of about 3.04 eV. This gap is more than twice 0.023 eV, so the model does not fix even the sign of the real difference. If spin--orbit coupling became comparable with the singlet--triplet splitting, the singlet would mix strongly with the triplet level of the same total angular momentum, 1. Light could then reach both mixed states, and a single term $2K$ would not describe them. The remaining computed values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Largest hydrogen 2p-4p basis error: 2.2e-06 Ha
Virial ratios Na+, Ne, Ne+ 1s hole: 2.0000042, 2.0000028, 2.0000036
Total energy Na+: -161.67677 Ha
Total energy Ne: -128.54699 Ha
Total energy Ne+ 1s hole: -96.62563 Ha
Ne 1s threshold: 31.92136 Ha = 868.62 eV
Ne 1s-3p singlet excitation: 31.81277 Ha = 865.67 eV
3p Na binding energy B: 0.109438 Ha
3p Ne term values triplet, singlet: 0.109816, 0.108597 Ha
3p total B - T(singlet): 0.0008407 Ha
3p penetration, core shape, exchange parts: 0.0002162, -0.0005942, 0.0012187 Ha
3p 2K with triplet, singlet orbital: 0.0013983, 0.0010621 Ha
3p G1 with triplet orbital: 0.0020974 Ha
3p first-order penetration, 2K with Na orbitals: 0.0002247, 0.0011706 Ha
3p triplet nu: 2.1338; K nu^3: 0.006792 Ha
4p Na binding energy B: 0.050321 Ha
4p Ne term values triplet, singlet: 0.050447, 0.050037 Ha
4p total B - T(singlet): 0.0002833 Ha
4p penetration, core shape, exchange parts: 0.0000726, -0.0001985, 0.0004092 Ha
4p 2K with triplet, singlet orbital: 0.0004675, 0.0003581 Ha
4p G1 with triplet orbital: 0.0007012 Ha
4p first-order penetration, 2K with Na orbitals: 0.0000754, 0.0003924 Ha
4p triplet nu: 3.1483; K nu^3: 0.007293 Ha
5p Na binding energy B: 0.028925 Ha
5p Ne term values triplet, singlet: 0.028982, 0.028798 Ha
5p total B - T(singlet): 0.0001271 Ha
5p penetration, core shape, exchange parts: 0.0000325, -0.0000887, 0.0001833 Ha
5p 2K with triplet, singlet orbital: 0.0002089, 0.0001607 Ha
5p G1 with triplet orbital: 0.0003134 Ha
5p first-order penetration, 2K with Na orbitals: 0.0000338, 0.0001756 Ha
5p triplet nu: 4.1536; K nu^3: 0.007485 Ha
3p B, T(triplet), T(singlet): 2.9780, 2.9882, 2.9551 eV
3p B - T(singlet), exchange part: 0.0229, 0.0332 eV
\end{verbatim}
